\section*{Photonic Memory Levels Uniform in the Square Root of Transmission}

\section{The question posed by a noisy read pulse}

A photonic phase-change cell is a waveguide with a small patch of material whose optical absorption depends on how much of it is crystalline. Partly crystallized states give intermediate transmissions, so one cell can store more than one bit. To read it, a weak light pulse is sent through the waveguide and the photoelectrons released in a detector are counted.

The count fluctuates even when the cell and the pulse are perfectly reproducible. A bright level gives more counts than a dark one, but its count also fluctuates more. Two levels separated by a fixed difference of transmission are therefore harder to tell apart when both are bright. How should the levels be placed so that every neighbouring pair is equally distinguishable?

Let $T$ be the power transmission of the cell, and $N_0$ the mean number of photoelectrons that one read pulse would give at $T=1$. All fixed losses and the detector efficiency are contained in $N_0$. The mean count is
\begin{equation}
N=N_0T .
\label{mean}
\end{equation}
There are $M$ levels, numbered $k=0,\ldots,M-1$, between fixed ends $T_{\min}>0$ and $T_{\max}$. For shot noise alone, the result is
\begin{equation}
\sqrt{T_k}=\sqrt{T_{\min}}+k\delta,\qquad
\delta=\frac{\sqrt{T_{\max}}-\sqrt{T_{\min}}}{M-1}.
\label{levels}
\end{equation}
Its meaning depends on how ``equally distinguishable'' is defined. The two derivations below use different definitions and reach the same spacing.

\section{Why the count is Poisson distributed}

Both derivations need the noise of the count. A coherent pulse contains a Poisson-distributed number $m$ of photons, with mean $\mu$. Suppose that each photon independently produces a photoelectron with probability $a$, which is the product of $T$, the fixed transmissions and the detector efficiency. The probability of $n$ photoelectrons is then
\begin{align}
P(n)&=\sum_{m=n}^{\infty}e^{-\mu}\frac{\mu^m}{m!}\,
\frac{m!}{n!(m-n)!}\,a^n(1-a)^{m-n}\nonumber\\
&=e^{-\mu}\frac{(a\mu)^n}{n!}
\sum_{j=0}^{\infty}\frac{[(1-a)\mu]^j}{j!}
=e^{-a\mu}\frac{(a\mu)^n}{n!}.
\end{align}
The second line uses $j=m-n$ and $\mu^m=\mu^n\mu^j$; the last sum is $e^{(1-a)\mu}$. Linear loss thus leaves the distribution Poissonian, with mean $N=a\mu$. Its variance equals its mean:
\begin{equation}
\sigma^2=N=N_0T .
\label{shot}
\end{equation}
The standard deviation grows as $\sqrt T$, and this growth is what makes uniform steps in $T$ unequal.

\section{First derivation: equal margins at a threshold}

Take two neighbours with mean counts $N_1<N_2$ and standard deviations $\sigma_1,\sigma_2$. The receiver chooses the upper level when the count exceeds a threshold $n_*$. Place $n_*$ the same number $Q$ of standard deviations from both means:
\begin{equation}
n_*-N_1=Q\sigma_1,\qquad N_2-n_*=Q\sigma_2 .
\end{equation}
Adding the two equations removes the threshold:
\begin{equation}
Q=\frac{N_2-N_1}{\sigma_1+\sigma_2}.
\label{qdef}
\end{equation}
In this derivation, equally distinguishable means equal $Q$. For shot noise, $\sigma_i=\sqrt{N_i}$, and the numerator is a difference of squares:
\begin{equation}
Q=\frac{(\sqrt{N_2}-\sqrt{N_1})(\sqrt{N_2}+\sqrt{N_1})}
{\sqrt{N_1}+\sqrt{N_2}}
=\sqrt{N_0}\left(\sqrt{T_2}-\sqrt{T_1}\right).
\label{qroot}
\end{equation}
No small-step approximation has been made. Equal $Q$ requires equal steps in $\sqrt T$, and fixing the two ends gives Eq.~(\ref{levels}). The threshold follows from
\begin{equation}
n_*=N_1+Q\sqrt{N_1}
=N_1+\sqrt{N_1N_2}-N_1=\sqrt{N_1N_2}.
\end{equation}

Squaring Eq.~(\ref{levels}) shows the spacing in transmission itself:
\begin{equation}
T_{k+1}-T_k=(\sqrt{T_k}+\delta)^2-T_k
=2\delta\sqrt{T_k}+\delta^2 .
\end{equation}
The step widens towards the bright end, in proportion to the noise when $\delta\ll\sqrt{T_k}$.

To turn $Q$ into an error probability, approximate each count distribution by a Gaussian. The probability of crossing the threshold is then the same from either side:
\begin{equation}
p(Q)=\frac{1}{\sqrt{2\pi}}\int_Q^\infty e^{-x^2/2}\,dx
=\frac12\,\mathrm{erfc}\!\left(\frac{Q}{\sqrt2}\right).
\label{tail}
\end{equation}

With thresholds placed at equal margins, the same spacing is also the best one within this approximation. Summing Eq.~(\ref{qroot}) over all gaps gives a fixed total,
\begin{equation}
\sum_{k=0}^{M-2}Q_k
=\sqrt{N_0}\left(\sqrt{T_{\max}}-\sqrt{T_{\min}}\right),
\end{equation}
because the inner levels cancel. The smallest $Q_k$ cannot exceed the average, and it reaches the average when all are equal. Moreover, $p'(Q)=-e^{-Q^2/2}/\sqrt{2\pi}$, so
\begin{equation}
p''(Q)=\frac{Q}{\sqrt{2\pi}}e^{-Q^2/2}>0\qquad(Q>0).
\end{equation}
For a convex function, the sum at a fixed total argument is smallest when the arguments are equal. Equal $Q$ therefore also minimizes the summed error. If the levels are used equally often and errors reach the nearest neighbour only, the $M-1$ gaps can each be crossed in two directions, and the symbol error is
\begin{equation}
P_{\rm sym}=\frac{2(M-1)}{M}\,p(Q).
\label{symbol}
\end{equation}

\section{Second derivation: equal overlap of the distributions}

The second route uses neither a threshold nor a Gaussian. It measures how much the two complete count distributions overlap:
\begin{equation}
C=\sum_{n=0}^{\infty}\sqrt{P_1(n)P_2(n)} .
\end{equation}
This quantity, the Bhattacharyya coefficient, is one for identical distributions and zero for distributions that never give the same count. Equally distinguishable now means equal $C$. Inserting the Poisson probabilities gives
\begin{align}
C&=e^{-(N_1+N_2)/2}\sum_{n=0}^{\infty}
\frac{(\sqrt{N_1N_2})^n}{n!}\nonumber\\
&=\exp\!\left[-\frac{N_1+N_2-2\sqrt{N_1N_2}}{2}\right]
=\exp\!\left[-\frac{(\sqrt{N_2}-\sqrt{N_1})^2}{2}\right].
\label{overlap}
\end{align}
The overlap depends on the two levels through the difference of their square roots alone. Equal overlap again gives Eq.~(\ref{levels}), at any mean count.

The overlap limits the error of the best possible decision. For two equally likely levels, that decision selects the larger probability at each count, so its mean error is
\begin{equation}
P_e=\frac12\sum_n\min(P_1,P_2).
\end{equation}
Since $\min(P_1,P_2)\le\sqrt{P_1P_2}$, we have $P_e\le C/2$. For a lower bound, note that $\sum\min=2P_e$ and $\sum\max=2-2P_e$, because the two sums add to two. The Cauchy--Schwarz inequality gives
\begin{equation}
C^2=\left(\sum_n\sqrt{\min\,\max}\right)^2
\le 4P_e(1-P_e)\le4P_e .
\end{equation}
Hence
\begin{equation}
\frac{C^2}{4}\le P_e\le\frac C2 .
\label{bounds}
\end{equation}
Equal overlap gives every pair the same bounds. It does not by itself give every pair the same error.

\section{What each derivation assumes}

Both routes assume independent detection events, coherent light and shot noise alone. The first needs only the means and variances to fix the levels; it needs the Gaussian form to connect $Q$ with an error probability. The second needs the full Poisson distribution, but no choice of threshold. They agree because $C=e^{-Q^2/2}$ for Poisson counts.

A completely dark level shows the difference between equal overlap and equal error. Let $T_1=0$. The lower level then always gives zero counts, and an error occurs when the upper level also gives zero. Equation~(\ref{qroot}) gives $N_2=Q^2$, so
\begin{equation}
P_e=\frac12e^{-N_2}=\frac12e^{-Q^2}=\frac{C^2}{2}.
\label{dark}
\end{equation}
This is twice the lower bound in Eq.~(\ref{bounds}), and for large $Q$ it is far below $p(Q)$. Uniform steps in $\sqrt T$ still have equal $Q$ and equal overlap, but at large $Q$ the dark pair is much safer than the others. This is why a dark level was excluded. A positive $T_{\min}$ is not enough by itself: at $Q=5.05$ the exact pair error is $0.37\,p(Q)$ when the lower level has a mean of one count, and $0.86\,p(Q)$ when it has thirty.

For bright levels the errors do become nearly equal. The best threshold follows from the likelihood ratio:
\begin{equation}
\frac{P_2(n)}{P_1(n)}
=e^{-(N_2-N_1)}\left(\frac{N_2}{N_1}\right)^n>1
\quad\Longleftrightarrow\quad
n>n_L=\frac{N_2-N_1}{\ln(N_2/N_1)} .
\end{equation}
Write $G=\sqrt{N_1N_2}$ and $u=\ln(N_2/N_1)$, so that $N_2=Ge^{u/2}$ and $N_1=Ge^{-u/2}$. Then
\begin{equation}
n_L=\frac{2G\sinh(u/2)}{u}\simeq G+\frac{Gu^2}{24}
\simeq n_*+\frac{Q^2}{6},
\label{shift}
\end{equation}
where $Q=2\sqrt G\sinh(u/4)\simeq\sqrt G\,u/2$ was used. The two thresholds differ by a number of counts that does not grow with brightness, while the standard deviation does.

The effect on the error can be estimated with a sharper bound. For $0\le\alpha\le1$, $\min(P_1,P_2)\le P_1^{1-\alpha}P_2^\alpha$. Summing over counts gives $P_e\le\frac12e^{-f(\alpha)}$, with
\begin{equation}
f(\alpha)=(1-\alpha)N_1+\alpha N_2-N_1^{1-\alpha}N_2^\alpha .
\end{equation}
At $\alpha=1/2$, $f=Q^2/2$, while for small $u$
\begin{equation}
f'=2G\sinh(u/2)-Gu\simeq\frac{Gu^3}{24},\qquad f''=-Gu^2 .
\end{equation}
The maximum of the local parabola lies above $Q^2/2$ by
\begin{equation}
\Delta f\simeq\frac{(f')^2}{2|f''|}=\frac{Gu^4}{1152}
\simeq\frac{Q^4}{72G}.
\label{correction}
\end{equation}
The leading exponential is thus nearly common to all gaps when $G\gg Q^4/72$. The Gaussian treatment also needs the step to be small compared with the means, $G\gg Q^2$.

The equal-margin threshold is more sensitive. Moving the threshold by $Q^2/6$ counts changes each margin by about $Q^2/(6\sqrt G)$ standard deviations, and hence each tail by a factor of about $e^{\pm Q^3/(6\sqrt G)}$. The two crossing probabilities at $n_*$ therefore become nearly equal only when $G\gg Q^6/36$. In the lowest gap of the example below they are $4.1\times10^{-7}$ from the lower level and $1.2\times10^{-7}$ from the upper one. At $n_L$ they are $2.0\times10^{-7}$ and $2.4\times10^{-7}$.

\section{Eight levels read with one femtojoule}

Consider a Ge$_2$Sb$_2$Te$_5$ patch on a waveguide, read at 1550 nm. The range $T=0.2$ to $0.8$ and the receiver values below are rough choices for such a device. At $T=1$, a pulse of 1 fJ reaches a detector of efficiency 0.8. The photon energy is 0.7999 eV, so
\begin{equation}
N_0=\frac{0.8\times10^{-15}\ {\rm J}}
{0.7999\times1.6022\times10^{-19}\ {\rm J}}\simeq6242 .
\end{equation}
For $M=8$,
\begin{equation}
\delta=\frac{0.8944-0.4472}{7}=0.0639,\qquad
Q=\sqrt{6242}\,\delta=5.05 .
\end{equation}

\begin{center}
\begin{tabular}{cccccc}
$k$ & $\sqrt{T_k}$ & $T_k$ & $N_k$ & uniform $T$ & all noise\\
0 & 0.447 & 0.200 & 1248 & 0.200 & 0.200\\
1 & 0.511 & 0.261 & 1631 & 0.286 & 0.265\\
2 & 0.575 & 0.331 & 2064 & 0.371 & 0.337\\
3 & 0.639 & 0.408 & 2548 & 0.457 & 0.416\\
4 & 0.703 & 0.494 & 3083 & 0.543 & 0.502\\
5 & 0.767 & 0.588 & 3669 & 0.629 & 0.594\\
6 & 0.831 & 0.690 & 4306 & 0.714 & 0.694\\
7 & 0.894 & 0.800 & 4994 & 0.800 & 0.800
\end{tabular}
\end{center}

The last column gives levels re-solved with the additional noise treated in the next section. For the shot-noise levels, the step in $T$ grows from 0.061 at the bottom to 0.110 at the top.

Equation~(\ref{tail}) gives $p=2.24\times10^{-7}$. Summing the Poisson tails at the likelihood threshold gives mean pair errors from $2.22\times10^{-7}$ to $2.23\times10^{-7}$, all within 0.6\% of the Gaussian value. For the lowest gap, Eq.~(\ref{correction}) with $G=1427$ gives $\Delta f\simeq0.006$, which is of the same size as the difference. The prefactor and the whole-number threshold have not been expanded here, so this comparison concerns size alone. In the same gap $n_*=1426.8$ and $n_L=1431.1$; their separation agrees with $Q^2/6\simeq4.2$. With a dark lower level at the same $Q$, Eq.~(\ref{dark}) would give $4.3\times10^{-12}$ instead.

Now keep the light, the range and the number of levels fixed, but make the steps uniform in $T$. Equation~(\ref{qroot}) becomes
\begin{equation}
Q=\frac{\sqrt{N_0}\,\Delta T}{\sqrt{T_1}+\sqrt{T_2}},
\end{equation}
with $\Delta T=0.0857$. It falls from 6.90 in the lowest gap to 3.89 in the highest, and the exact pair error rises from $2.6\times10^{-12}$ to $4.9\times10^{-5}$. The exact symbol error is $1.82\times10^{-5}$, against $3.90\times10^{-7}$ for uniform $\sqrt T$, a factor of 47. Since $Q\propto\sqrt{N_0}$, restoring the smallest $Q$ to 5.05 takes
\begin{equation}
\left(\frac{5.048}{3.893}\right)^2=1.68
\end{equation}
times as much light. Restoring the symbol error itself takes less, about 1.46 times, because the lower gaps have margin to spare. If $Q\ge5$ is required at the original light, the range holds eight levels uniform in $\sqrt T$, but six uniform in $T$.

The optimality argument used Gaussian errors. A search with Poisson probabilities shows how it fares at lower counts. Take four levels over the same range, with $N_0=600$, and vary the two inner values of $\sqrt T$ in steps of 0.002. On this grid, the smallest exact symbol error occurs at 0.596 and 0.746. Uniform spacing gives 0.5963 and 0.7454, which agrees within the grid step. The mean counts here run from 120 to 480, so every gap still has $G\gg Q^4/72$. If $T_{\min}$ is lowered to 0.002, about one count, the best inner values move to about 0.320 and 0.607, against 0.328 and 0.611 for uniform spacing, and their symbol error is about 30\% lower.

\section{When other noise changes the rule}

Suppose that a constant variance $B$ is added to every level, so that $\sigma^2=N+B$. Then $\sigma_2^2-\sigma_1^2=N_2-N_1$, and Eq.~(\ref{qdef}) becomes
\begin{equation}
Q=\frac{\sigma_2^2-\sigma_1^2}{\sigma_1+\sigma_2}
=\sqrt{N_0}\left(\sqrt{T_2+\frac B{N_0}}
-\sqrt{T_1+\frac B{N_0}}\right).
\end{equation}
The levels are now uniform in $\sqrt{T+B/N_0}$. For $B\gg N_0T$, the root is approximately $\sqrt{B/N_0}+T/(2\sqrt{B/N_0})$, and uniform steps in $T$ become correct. The opposite case is relative pulse-energy jitter $r$, which adds a variance $r^2N^2$. If it dominates, $\sigma=rN$ and
\begin{equation}
Q=\frac1r\,\frac{T_2/T_1-1}{T_2/T_1+1}.
\end{equation}
Equal $Q$ then requires equal ratios, or uniform steps in $\ln T$. Shot noise dominates, and Eq.~(\ref{qroot}) holds, in the regime between these two, $B\ll N\ll1/r^2$, which exists only if $Br^2\ll1$. Outside it the value of $Q$ is lower, but the level positions can still stay near the square-root ones, because the two terms push them in opposite directions. For the eight levels above, $B=2500$ alone moves them by up to 0.024 and $r=0.02$ alone by up to 0.027, while both together move them by less than 0.005.

For the example, assume an integrating photodiode of capacitance 1 fF at 300 K, a dark current of 10 nA and a window of 1 ns. The mean dark count is subtracted. Reset noise contributes $k_{\rm B}\Theta C_d/e^2=161$ electrons$^2$, where $\Theta$ is the temperature and $C_d$ the capacitance; dark current contributes $I_d\tau/e=62$ electrons$^2$. Let the programmed transmission scatter from cell to cell by 0.003, assumed equal at every level; a scatter that depends on the level would not be part of a constant $B$. This adds $(6242\times0.003)^2\simeq351$ electrons$^2$, giving $B\simeq574$ electrons$^2$. That is 46\% of the shot variance at the lowest level and 12\% at the highest. Jitter of 0.3\% adds 224 electrons$^2$ at the highest level.

With all these terms, the original square-root levels have $Q=4.24$ in the lowest gap and 4.67 in the highest. Solving the equal-$Q$ conditions numerically gives the last column of the table and a common $Q=4.51$, which is 11\% below the shot-noise value. The inner levels move by at most 0.008, towards the uniform-$T$ positions. Placement scatter differs in kind from the other terms: it is fixed after writing, so a badly placed cell remains bad on every read. Here $Q$ describes the whole population of cells.

The receiver is a demanding part of this example. A capacitance of 1 fF is at the low end for a waveguide photodiode, and the highest level would change its voltage by 0.80 V, which its bias must accommodate. Noise from the following amplifier has been left out. If it reached about 35 electrons rms, its variance alone would equal the shot variance of the lowest level. At 100 electrons rms its variance, $10^4$ electrons$^2$, would exceed the shot variance of every level, and the levels would have to lie closer to uniform $T$. Placement to 0.003 is also demanding, and its contribution to $B$ grows as the square of the scatter.

Slow changes of the cell matter too. A fractional drift $\epsilon$ moves the mean by $\epsilon N$, or $\epsilon\sqrt N$ standard deviations, so a drift of 1.4\% moves the highest level by one shot-noise deviation. Heating by the read pulse is small. If 0.8 fJ is absorbed in a patch of 0.04 $\mu$m$^3$ with heat capacity 1.3 J/(cm$^3$ K), roughly that of Ge$_2$Sb$_2$Te$_5$, and no heat escapes, the temperature averaged over the patch rises by 0.015 K. The rise is about twice as large at the entrance, where most light is absorbed. This assumes no further loss between patch and detector; such loss would require a proportionally larger pulse at the cell. Interference from reflections is not included and can make the received power depend on phase as well as on $T$.

Numerical values quoted here were computed with a short program.
